# The most likely photon density behind a rare low dose

**Q:** A contact hole in a resist sometimes receives far too few photons by chance. You say one can tell where the photons were missing. What is random here, and what is being asked?

**A:** Absorbed photons are independent events in the plane, a Poisson process of density $n(\mathbf x)$ per unit area. A photon at $\mathbf x$ contributes $K(\mathbf x)$ to the dose at a chosen point, so

$$D=\sum_i K(\mathbf x_i),\qquad \bar D=\int nK\,dA,\qquad V=\int nK^2dA .$$

The kernel $K$ describes blur. It is dimensionless, with $0\le K\le1$, and is not constant over the exposed region. Given $D\le d$ with $0<d<\bar D$, which event density is most likely?

**Q:** A set of points has no density, and any one arrangement of points has probability zero.

**A:** So we count in cells. Cell $i$ holds $m_i$ events with mean $\mu_i$, and the cells are small compared with the range of $K$. Write $n=\Lambda\nu$ and $d=\Lambda\delta$, hold $\nu$, $\delta$ and the cells fixed, and let $\Lambda$ grow. Every occupied cell then holds many events. The dose deficit remains a fixed fraction of the mean, which makes it rare.

For one cell $P(m)=e^{-\mu}\mu^m/m!$. With Stirling's formula, $\ln m!=m\ln m-m+\tfrac12\ln(2\pi m)+O(1/m)$,

$$-\ln P(m)=m\ln\frac m\mu-m+\mu+\tfrac12\ln(2\pi m)+O(1/m).$$

The first three terms grow as $\Lambda$, the next only as $\ln\Lambda$. Adding the independent cells and then refining them gives the leading cost of a density $\rho$:

$$I[\rho]=\int\Big(\rho\ln\frac\rho n-\rho+n\Big)dA .$$

**Q:** Then minimise it at low dose. Why should the answer be anything but a uniform dimming?

**A:** Because removing a photon where $K$ is small costs probability and hardly lowers the dose. With a multiplier $\theta$ for the dose, make $I[\rho]+\theta(\int K\rho\,dA-d)$ stationary. The derivative of $\rho\ln(\rho/n)-\rho$ is $\ln(\rho/n)$, so $\ln(\rho/n)+\theta K=0$ and

$$\rho^*(\mathbf x)=n(\mathbf x)\,e^{-\theta K(\mathbf x)},\qquad \int nKe^{-\theta K}dA=d .$$

The left side of the dose condition has derivative $-L_2$ with respect to $\theta$, where

$$L_2=\int nK^2e^{-\theta K}dA>0 .$$

It falls from $\bar D$ at $\theta=0$ towards zero, so there is one root, and it is positive. Both sides scale with $\Lambda$, so $\theta$ does not depend on $\Lambda$.

**Q:** Stationary is not minimal. And you imposed $D=d$, whereas the condition is $D\le d$.

**A:** Compare with any other density $\rho$ of dose $d'=\int K\rho\,dA\le d$. Since $\ln(\rho/n)=\ln(\rho/\rho^*)-\theta K$,

$$I[\rho]=\int\Big(\rho\ln\frac{\rho}{\rho^*}-\rho+n\Big)dA-\theta d'.$$

For $\rho=\rho^*$ this becomes

$$I\equiv I[\rho^*]=\int n(1-e^{-\theta K})dA-\theta d .$$

Subtracting,

$$I[\rho]-I=\int\Big(\rho\ln\frac{\rho}{\rho^*}-\rho+\rho^*\Big)dA+\theta(d-d').$$

The integrand is non-negative and vanishes only at $\rho=\rho^*$, because $y\ln y-y+1\ge0$ with equality only at $y=1$. The last term is also non-negative. Hence $\rho^*$ is the unique minimum, and the cheapest way to satisfy $D\le d$ has dose $d$.

**Q:** The best density might still be one of very many nearly as good. Does a conditioned exposure really look like $\rho^*$?

**A:** Compare the original process with a Poisson process of density $\rho^*$, denoted by a star. For a given set of points the ratio of the two probabilities is

$$\frac{dP}{dP^*}=e^{-\int(n-\rho^*)dA}\prod_i\frac{n(\mathbf x_i)}{\rho^*(\mathbf x_i)}
=e^{-\int n(1-e^{-\theta K})dA+\theta D}=e^{-I}e^{-\theta(d-D)} .$$

Let $B$ be the event that some cell count differs from its $\rho^*$ mean by more than a fixed fraction. When $D\le d$ the last exponential is at most one, so

$$P(B,\,D\le d)\le e^{-I}P^*(B).$$

For a fixed number of cells, $P^*(B)$ is exponentially small in $\Lambda$, since Poisson counts of large mean rarely deviate by a fixed fraction. We need the total probability for comparison:

$$P(D\le d)=e^{-I}\,E^*\!\left[e^{-\theta(d-D)};\,D\le d\right].$$

Under the starred process $D$ has mean $d$ and variance $L_2$. If its values do not lie on a lattice, the local central limit theorem gives it the density $1/\sqrt{2\pi L_2}$ near $d$. With $y=d-D$ and $\int_0^\infty e^{-\theta y}dy=1/\theta$,

$$P(D\le d)\simeq\frac{e^{-I}}{\theta\sqrt{2\pi L_2}} .$$

This requires $\theta\sqrt{L_2}\gg1$. Dividing, $P(B\,|\,D\le d)$ is at most about $\theta\sqrt{2\pi L_2}\,P^*(B)$. The square root grows only as $\sqrt\Lambda$, so the bound tends to zero. The conditioned cell densities therefore concentrate on $\rho^*$.

**Q:** Real densities are finite. How wrong is the exponential then?

**A:** The conditional mean density can be written down for any $\Lambda$. An event in a small area $dA$ at $\mathbf x$ has probability $n(\mathbf x)dA$. The events elsewhere are independent of it and must supply at most $d-K(\mathbf x)$. As $dA\to0$ their dose has the law of $D$, so

$$\rho_{\rm cond}(\mathbf x)=n(\mathbf x)\,\frac{P(D\le d-K(\mathbf x))}{P(D\le d)} .$$

Now expand $\ln P(D\le d)\simeq-I-\ln\theta-\tfrac12\ln(2\pi L_2)$ for a shift of $d$ to $d-K$. Three derivatives are needed:

- Differentiating $I$ gives $dI/dd=(\int nKe^{-\theta K}dA-d)\,d\theta/dd-\theta=-\theta$, since the bracket vanishes.
- From $dd/d\theta=-L_2$ we have $d\theta/dd=-1/L_2$, hence $d^2I/dd^2=1/L_2$.
- With $L_3=\int nK^3e^{-\theta K}dA$ we have $dL_2/d\theta=-L_3$, hence $dL_2/dd=L_3/L_2$.

The shift therefore changes $-I$ by $-\theta K-K^2/(2L_2)$. It raises $\theta$ by $K/L_2$, which changes $-\ln\theta$ by $-K/(\theta L_2)$. It lowers $L_2$ by $KL_3/L_2$, which changes $-\tfrac12\ln L_2$ by $+KL_3/(2L_2^2)$. Together,

$$\frac{\rho_{\rm cond}}{n}=e^{-\theta K}\left[1+\frac{KL_3}{2L_2^2}-\frac{K^2}{2L_2}-\frac{K}{\theta L_2}+O(\Lambda^{-2})\right].$$

$L_2$ and $L_3$ grow as $\Lambda$, so the correction falls as $1/\Lambda$. This form of it is for a smoothly varying kernel, such as the Gaussian used below; it does not hold when the dose takes only lattice values.

**Q:** Show me limits where I can judge the result without a computer.

**A:** For a small deficit expand the dose condition: $d\simeq\bar D-\theta V$, so $\theta\simeq(\bar D-d)/V$. The missing density is then $n-\rho^*\simeq\theta nK$, so the missing fraction at each point is proportional to the kernel. The deficit must still be many standard deviations for the rare-event formula to hold.

As $d/\bar D\to0$, $\theta\to\infty$ and $\rho^*$ vanishes wherever $K>0$: the exposure has a void. For a Gaussian kernel $K=e^{-r^2/2\sigma^2}$ its edge, taken at $\theta K=1$, lies at $r=\sigma\sqrt{2\ln\theta}$ and moves out slowly. At finite $\Lambda$ the counting argument fails once the void's cells hold few events. Where $K=0$ the density is unchanged in every case.

A second case is a disc kernel, $K=1$ inside and $0$ outside. The dose is then the number of photons in the disc. With $q=d/\bar D$, the dose condition gives $e^{-\theta}=q$, and the density inside is $qn$: uniform dimming is right for this kernel, but only inside the disc. The dose is now an integer, so the prefactor changes. For integer $d$ the integral $1/\theta$ becomes the sum $\sum_{j\ge0}e^{-\theta j}=1/(1-e^{-\theta})$. The leading density law is unaffected, but its $1/\Lambda$ correction changes with the prefactor.

**Q:** Put numbers to a contact hole.

**A:** Take light of wavelength 13.5 nm, whose photons carry 91.8 eV. A dose of 20 mJ/cm² at the hole centre is 13.59 photons/nm². A 40 nm film absorbing 5 per µm takes up the fraction $1-e^{-0.2}=0.181$, so $n_0=2.464$ absorbed photons/nm². Let

$$n=n_0e^{-r^2/2s^2},\quad K=e^{-r^2/2\sigma^2},\quad s=10\text{ nm},\quad\sigma=4\text{ nm}.$$

Use $k=K$ as the variable. Then $2\pi r\,dr=-2\pi\sigma^2dk/k$ and $n=n_0k^b$ with $b=\sigma^2/s^2=0.16$. For any function $g$ for which the integral exists,

$$\int n\,g(K)\,dA=a\int_0^1k^{b-1}g(k)\,dk,\qquad a=2\pi\sigma^2n_0=247.7 .$$

Hence $\bar D=a/(1+b)=213.5$ and $V=a/(2+b)=114.7$, a standard deviation of 10.7. Suppose that the hole fails when its central dose, averaged through the film, is below $0.70\,\bar D$. Then $d=149.5$, which is 6.0 standard deviations low. The dose condition reads

$$d=a\int_0^1k^be^{-\theta k}dk=a\,\theta^{-1-b}\gamma(1+b,\theta),$$

with $\gamma$ the lower incomplete gamma function. Its root is $\theta=0.700$; the small-deficit formula would give 0.559.

**Q:** What does the failing exposure look like?

**A:** At the centre the density is multiplied by $e^{-\theta}=0.496$. In photons/nm²:

| $r$ (nm) | $n$ | $ne^{-\theta K}$ | $\rho_{\rm cond}$ |
|---|---|---|---|
| 0 | 2.464 | 1.223 | 1.197 |
| 4 | 2.274 | 1.487 | 1.471 |
| 8 | 1.789 | 1.627 | 1.624 |
| 12 | 1.199 | 1.190 | 1.190 |

The last column uses the full distribution of $D$, computed without the exponential law. At the centre it lies 2.1% below $ne^{-\theta K}$. The correction formula, with $L_2=72.0$ and $L_3=46.5$, gives $0.0045-0.0069-0.0198=-0.022$.

The most likely density has a dip at the centre, although the image peaks there. Since $\ln\rho^*=\ln n_0-r^2/2s^2-\theta K$, its derivative with respect to $r^2$ is $-1/(2s^2)+\theta K/(2\sigma^2)$. This vanishes at $\theta K=b$, or $r=\sigma\sqrt{2\ln(\theta/b)}=6.9$ nm, where the density is largest.

**Q:** And the probability?

**A:** Integrate the missing photons by parts; the boundary term at $k=0$ vanishes:

$$\int n(1-e^{-\theta K})dA=\frac{a(1-e^{-\theta})-\theta d}{b}=125.4 .$$

So $I=125.4-0.7002\times149.47=20.7$. The prefactor has $\theta\sqrt{2\pi L_2}=14.9$, and $P\simeq e^{-20.693}/14.9=6.9\times10^{-11}$. The full distribution gives $6.8\times10^{-11}$. The asymptotic value is 2.1% too high relative to it, and about half a percent too high when the density is multiplied by four at fixed $q$, as expected of a $1/\Lambda$ error.

Two simple profiles of the same dose are far less likely. Dimming the whole image, which holds 1548 absorbed photons, to 70% costs $1548\,(0.7\ln0.7+0.3)=77.9$. Emptying a disc of radius 3.1 nm costs 74.3, the mean number of photons removed. The optimum costs 20.7.

**Q:** Six standard deviations: a Gaussian law would have done.

**A:** It gives $1.1\times10^{-9}$, sixteen times too much. Carry the dose condition one order further: $\bar D-d=\Delta=\theta V-\tfrac12\theta^2\kappa_3$, with $\kappa_3=\int nK^3dA=a/(3+b)=78.4$. Inverting, $\theta\simeq\Delta/V+\kappa_3\Delta^2/(2V^3)$. Since $dI/d\Delta=\theta$,

$$I\simeq\frac{\Delta^2}{2V}+\frac{\kappa_3\Delta^3}{6V^3}=17.9+2.3 .$$

The Gaussian law keeps only the first term. For a Poisson sum $\kappa_3$ is the third cumulant of $D$, and it is positive because $K\ge0$. This positive skewness makes the lower tail thinner than the Gaussian one here. The second term alone accounts for a factor $e^{2.3}\approx10$ of the sixteen; the two terms fall 0.5 short of $I=20.7$, and that remainder, from higher orders in $\Delta$, supplies the rest.

**Q:** Has the law been confronted with counts and simulated exposures, rather than with its own algebra?

**A:** In two ways. First, the Poisson probability of the counts in eight rings of equal area, out to 12 nm, was maximised at 70% of the mean dose, with $m!$ continued to non-integer $m$. The largest difference between $m_i/\mu_i$ and $e^{-\theta K_i}$ was 0.0069, and 0.00069 at ten times the density.

Second, 200,000 exposures were simulated at one tenth of the density, with $q=0.60$ and $\theta=1.029$, and the 661 with $D\le d$ were kept. The density relative to $n$ was:

| Ring (nm) | simulated | $\rho_{\rm cond}/n$ | $e^{-\theta K}$ |
|---|---|---|---|
| 0–3 | 0.357 | 0.354 | 0.409 |
| 3–5 | 0.506 | 0.500 | 0.544 |
| 7–10 | 0.871 | 0.883 | 0.893 |

The simulation follows the finite-density formula. Near the centre the bare exponential is visibly too high, because the density is low. One number sits less well: the kept fraction is 0.00331, against 0.00296 from the full distribution. The gap is about 2.8 standard errors, which chance produces in under 1% of such runs. The simulation omitted photons beyond 16 nm, but their mean dose is only 0.002, which changes $P$ by about 0.2%. I take the gap to be a fluctuation; this run alone does not prove it.

**Q:** Is there any use in knowing the missing photons, beyond the picture?

**A:** Their number gives the sensitivity to exposure. Scale $n$ by a factor $\lambda$ at fixed $d$. The cost $\lambda\int n(1-e^{-\theta K})dA-\theta d$ is stationary in $\theta$, so only the explicit $\lambda$ matters:

$$\frac{\partial I}{\partial\ln\lambda}=\int n(1-e^{-\theta K})dA=125.4 .$$

An exposure 2% low thus reduces $I$ by about 2.5, which raises the probability by about 1.1 decades. The full distribution moves $\log_{10}P$ from $-10.17$ to $-9.08$, in agreement at the accuracy of this first-order estimate.

**Q:** At 48 nm pitch there are $4.3\times10^{10}$ holes per cm². Shall I expect three failures per cm²?

**A:** The model gives 2.9, but this is not a prediction for a real resist. The dose, thickness, absorption, blur and pitch are rough typical values for extreme-ultraviolet lithography; the 70% failure limit is a chosen number. Real resists also break the model's assumptions, and each change below is made alone, with failure at 70% of the relevant mean:

- **Random acid yield.** Let each photon make a Poisson number of acids, mean 3, all sharing its kernel value. The variance rises by the factor $1+1/3$, and $\log_{10}P$ becomes $-8.1$.
- **Depth.** Blur also acts along the film normal. For the dose at one point at mid-film, instead of the column average, $\log_{10}P=-4.2$. The mean dose is then 53 instead of 214 kernel units, and $\bar D^2/V$, the effective number of photons sharing the averaging, falls from 398 to 141. The value depends on the depth chosen: at the film bottom, with the kernel simply cut off there, $\log_{10}P=-2.3$. A dip at one point need not close the hole.
- **Depletion of the acid generator.** With 0.4 generators per nm³ and three acids per absorbed photon, the centre would receive $3n_0/(40\times0.4)=0.46$ acids per generator without depletion or blur. The converted fraction is $1-e^{-0.46}=0.37$. Lowering it to 70% of that value needs the photon dose to fall to 65%, and $\log_{10}P=-13.9$. This is rough, because it applies the centre's response to the whole kernel. It also overstates the effect: blur lowers the load to $0.46/(1+b)=0.40$, for which the photon dose need fall only to 66%.

These estimates span more than nine decades, and the largest change comes from the depth average. None of them includes the counting noise of the generator and quencher molecules, which real resists also have. The probability belongs to the stated model.

**Q:** Does the exponential form survive any of this?

**A:** It survives when the dose remains a sum over independent events. For random yield, label each photon by its acid number $m$, of probability $p_m$ and mean $\mu_a$. The labelled photons are again a Poisson process, now with kernel $mK/\mu_a$, and the same derivation gives

$$\rho^*=n\sum_m p_m e^{-\theta mK/\mu_a},$$

with $\theta$ fixed by the new dose condition. Each class is thinned exponentially, but their sum is not a single exponential in $K$. With depletion the response is no longer a sum over photons, and a new minimisation is needed. If source fluctuations correlate the photons, the cost $I[\rho]$ itself changes. The check's output lists further values, including the two rings left out of the simulation table.

## Computed values

```
Wavelength 13.5 nm; photon energy 91.84 eV
Peak dose 20.0 mJ/cm2; incident 13.592 photons/nm2
Film 40.0 nm; absorption 5.0 per um
Absorbed fraction 0.1813; n0 = 2.4638 photons/nm2
Image width s 10.0 nm; blur sigma 4.0 nm; b = 0.16
a = 2 pi sigma^2 n0 = 247.69 (dimensionless)
Mean dose 213.53; standard deviation 10.708 (kernel units)
Failure fraction q 0.70; failure dose d 149.47 (kernel units)
Deficit in standard deviations 5.982
theta = 0.7002; small-deficit estimate 0.5586
L2 = 71.994; L3 = 46.466 (kernel units)
Minimum cost I = 20.693 (dimensionless)
r (nm), K, n, n exp(-theta K), exact conditional density (1/nm2):
   0.0 1.0000 2.4638 1.2232 1.1972
   2.0 0.8825 2.4150 1.3018 1.2783
   4.0 0.6065 2.2744 1.4874 1.4705
   6.0 0.3247 2.0580 1.6395 1.6305
   8.0 0.1353 1.7891 1.6273 1.6239
  12.0 0.0111 1.1993 1.1900 1.1898
Centre ratio exp(-theta) = 0.4965
First correction at K=1: -0.0223 (relative)
Missing photons 125.36 of 1548.1
P(D<=d): recursion 6.780e-11; asymptotic 6.924e-11
Asymptotic relative error 0.0212; at 4x density 0.0052
P(D<=d) from a Gaussian law 1.102e-09
Pitch 48.0 nm; holes per cm2 4.340e+10
Expected failures per cm2 in this model 2.943
Cost of uniform dimming 77.91 (dimensionless)
Cost of hard void 74.33; void radius 3.14 nm
Most likely counts, largest gap: 6.87e-03; at 10x density 6.86e-04
Simulation: density factor 0.1, q 0.6, theta 1.0291
Simulation: 200000 trials, 661 kept
Simulation: P 0.00331; recursion P 0.00296
Ring (nm), density ratio: simulated, exact conditional, exp(-theta K):
  0-3: 0.3565 0.3540 0.4085
  3-5: 0.5058 0.5002 0.5436
  5-7: 0.6917 0.6911 0.7179
  7-10: 0.8707 0.8827 0.8926
  10-16: 0.9977 0.9876 0.9887
log10 P, base model -10.17
log10 P, random acid yield (mean 3.0) -8.05
log10 P, dose local in depth -4.23; its mean dose 53.45
Acid generator 0.4 per nm3; acids per generator 0.462
log10 P, depletion -13.93; equivalent q 0.6488
log10 P, exposure 2% low -9.08
```
